**Crank–Nicolson propagation with a PAW overlap: norm, order and phase error**

The program studies the step (S + iH̃h/2)ψ̃′ = (S − iH̃h/2)ψ̃, where S = T†T is the constant PAW overlap, H̃ = T†HT the transformed Hamiltonian and h the time step. It builds T explicitly for one electron in a one-dimensional Gaussian well. It asserts conservation of the S-norm for a random Hermitian Hamiltonian with a very long step, and the formula for the norm change caused by an inexact solve. The phase error per step, εh − 2 arctan(εh/2) for an eigenstate of energy ε, is asserted for the whole grid spectrum against the all-electron matrix exponential. Further assertions cover the accumulated phase error, the effect of the energy zero on a beat between two states, and the third-order local error operator of a small time-dependent problem. Driven runs are compared with an independent all-electron integration. The output shows second order for the midpoint and predictor–corrector Hamiltonians and first order for a Hamiltonian frozen at the start of each step. The S-norm is conserved to rounding in all driven runs, while the plain pseudo norm varies visibly.

## Program and output

```python
"""
Result under test: for i S d(psi)/dt = H psi, with S Hermitian positive definite
and constant, the Crank-Nicolson step
    (S + i H dt/2) psi_new = (S - i H dt/2) psi_old
conserves <psi|S|psi>, is second order when H is taken at the midpoint, and gives
an eigenstate (H v = e S v) the phase error  e dt - 2 arctan(e dt/2)  per step
(numerical phase minus exact phase).
Symbols: T maps pseudo to all-electron states, S = T^T T, H_ps = T^T H_ae T.
Grid vectors carry a factor sqrt(dx), so the all-electron overlap is the unit
matrix. Hartree atomic units throughout.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, expm

AU_TIME_AS = physical_constants["atomic unit of time"][0] * 1e18


def cn_step(S, H, psi, dt, residual=0.0):
    """One Crank-Nicolson step; residual imitates an inexact linear solve."""
    rhs = (S - 0.5j * dt * H) @ psi + residual
    return np.linalg.solve(S + 0.5j * dt * H, rhs)


def s_norm(S, psi):
    return np.vdot(psi, S @ psi).real


# ---------- all-electron model: Gaussian well on a grid ----------
dx, n_grid, depth, r_aug = 0.2, 99, 4.0, 1.2
x = dx * (np.arange(n_grid) - n_grid // 2)
H_ae = (np.diag(1 / dx**2 - depth * np.exp(-x**2))
        - np.diag(np.full(n_grid - 1, 0.5 / dx**2), 1)
        - np.diag(np.full(n_grid - 1, 0.5 / dx**2), -1))
e_ae, states_ae = np.linalg.eigh(H_ae)

# ---------- PAW transformation from one even and one odd partial wave ----------
inside = np.abs(x) < r_aug - 1e-9
window = np.where(inside, (1 - (x / r_aug)**2)**2, 0.0)
T = np.eye(n_grid)
for parity in (0, 1):
    phi = states_ae[:, parity]
    match = n_grid // 2 + int(round(r_aug / dx)) + np.arange(3)
    powers = parity + 2 * np.arange(3)
    coeff = np.linalg.solve(x[match][:, None]**powers, phi[match])
    phi_ps = np.where(inside, (x[:, None]**powers) @ coeff, phi)
    projector = window * phi_ps / np.sum(window * phi_ps**2)
    T += np.outer(phi - phi_ps, projector)
S = T.T @ T
H_ps = T.T @ H_ae @ T
s_eigs = np.linalg.eigvalsh(S)
assert s_eigs[0] > 1e-3
e, V = eigh(H_ps, S)
assert np.max(np.abs(e - e_ae)) < 1e-8

# ---------- norm conservation for arbitrary Hermitian H and a huge step ----------
rng = np.random.default_rng(7)
M = rng.normal(size=(n_grid, n_grid)) + 1j * rng.normal(size=(n_grid, n_grid))
H_random = (M + M.conj().T) / 2
psi = rng.normal(size=n_grid) + 1j * rng.normal(size=n_grid)
psi /= np.sqrt(s_norm(S, psi))
dt_huge = 10.0
random_drift = abs(s_norm(S, cn_step(S, H_random, psi, dt_huge)) - 1)
assert random_drift < 1e-10

# norm change caused by an inexact solve
residual = 1e-4 * (rng.normal(size=n_grid) + 1j * rng.normal(size=n_grid))
psi_new = cn_step(S, H_ps, psi, 0.05, residual)
change = s_norm(S, psi_new) - s_norm(S, psi)
change_formula = 2 * np.vdot((psi_new + psi) / 2, residual).real
assert abs(change - change_formula) < 1e-12 and abs(change) > 1e-8

# ---------- phase error per step, for the whole spectrum ----------
dt = 0.05
U = cn_step(S, H_ps, np.eye(n_grid), dt)
exact_ae = expm(-1j * dt * H_ae) @ (T @ V)
overlap = np.sum(exact_ae.conj() * (T @ U @ V), axis=0)
phase_error = np.angle(overlap)
phase_formula = e * dt - 2 * np.arctan(e * dt / 2)
assert np.max(np.abs(np.abs(overlap) - 1)) < 1e-9
assert np.max(np.abs(phase_error - phase_formula)) < 1e-9
z = sp.symbols("z")
series = sp.series(z - 2 * sp.atan(z / 2), z, 0, 7).removeO()
assert sp.simplify(series - (z**3 / 12 - z**5 / 80)) == 0
leading = (e[0] * dt)**3 / 12
assert abs(phase_error[0] / leading - 1) < (e[0] * dt)**2

# step length for a prescribed accumulated phase error
t_long, phase_tol = 100.0, 0.01
dt_rule = np.sqrt(12 * phase_tol / (abs(e[0])**3 * t_long))
n_long = int(np.ceil(t_long / dt_rule))
dt_long = t_long / n_long
U_long = np.linalg.matrix_power(cn_step(S, H_ps, np.eye(n_grid), dt_long), n_long)
amplitude = V[:, 0] @ S @ U_long @ V[:, 0]
long_error = np.angle(amplitude * np.exp(1j * e[0] * t_long))
assert abs(abs(long_error) / phase_tol - 1) < 0.01

# error of the beat between two states for two choices of energy zero
beat_errors = []
center = (e[0] + e[1]) / 2
for shift in (0.0, center):
    step = cn_step(S, H_ps - shift * S, V[:, :2], dt)
    amp = np.sum(V[:, :2] * (S @ step), axis=0)
    error = np.angle(amp[1] * amp[0].conj()) + (e[1] - e[0]) * dt
    predicted = ((e[1] - shift)**3 - (e[0] - shift)**3) * dt**3 / 12
    assert abs(error / predicted - 1) < 0.01
    beat_errors.append(error)
assert abs(beat_errors[1]) < abs(beat_errors[0])

# ---------- local error operator on a small time-dependent problem ----------
def random_hermitian(n):
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (a + a.conj().T) / 2


B = 0.3 * random_hermitian(3)
S3 = np.eye(3) + B @ B
H3a, H3b = random_hermitian(3), random_hermitian(3)
t_mid = 0.7


def generator(t):
    return -1j * np.linalg.solve(S3, H3a + np.sin(t) * H3b)


A = generator(t_mid)
A1 = -1j * np.linalg.solve(S3, np.cos(t_mid) * H3b)
A2 = 1j * np.linalg.solve(S3, np.sin(t_mid) * H3b)
D = A @ A @ A / 12 - A2 / 24 - (A1 @ A - A @ A1) / 12
remainders = []
for h in (0.02, 0.01):
    sol = solve_ivp(lambda t, y: (generator(t) @ y.reshape(3, 3)).ravel(),
                    (t_mid - h / 2, t_mid + h / 2), np.eye(3, dtype=complex).ravel(),
                    method="DOP853", rtol=1e-13, atol=1e-15)
    U_exact = sol.y[:, -1].reshape(3, 3)
    U_cn = cn_step(S3, H3a + np.sin(t_mid) * H3b, np.eye(3), h)
    remainders.append(np.linalg.norm((U_cn - U_exact) / h**3 - D) / np.linalg.norm(D))
assert remainders[1] < 0.1 and 1.7 < remainders[0] / remainders[1] < 2.3

# ---------- driven evolution, compared with all-electron integration ----------
field_amp, field_freq, t_end = 0.5, 2.0, 2.0
start_ae = (states_ae[:, 0] + states_ae[:, 1]) / np.sqrt(2)
start_ps = np.linalg.solve(T, start_ae).astype(complex)


def extra_potential(c, t, g):
    return field_amp * np.sin(field_freq * t) * x + g * np.abs(c)**2 / dx


def reference(g):
    def rhs(t, c):
        return -1j * (H_ae @ c + extra_potential(c, t, g) * c)
    return solve_ivp(rhs, (0, t_end), start_ae.astype(complex), method="DOP853",
                     rtol=1e-11, atol=1e-13).y[:, -1]


def hamiltonian(psi, t, g):
    return H_ps + T.T @ (extra_potential(T @ psi, t, g)[:, None] * T)


def propagate(scheme, g, h):
    psi, s_values, plain_values = start_ps.copy(), [], []
    for k in range(int(round(t_end / h))):
        t = k * h
        if scheme == "midpoint":
            H = hamiltonian(psi, t + h / 2, g)
        else:
            H = hamiltonian(psi, t, g)
            if scheme == "corrected":
                predicted = cn_step(S, H, psi, h)
                H = (H + hamiltonian(predicted, t + h, g)) / 2
        psi = cn_step(S, H, psi, h)
        s_values.append(s_norm(S, psi))
        plain_values.append(np.vdot(psi, psi).real)
    return psi, np.max(np.abs(np.array(s_values) - 1)), min(plain_values), max(plain_values)


coupling = 1.0
steps = (0.04, 0.02, 0.01, 0.005)
cases = {"midpoint": 0.0, "frozen": coupling, "corrected": coupling}
targets = {g: reference(g) for g in (0.0, coupling)}
errors, orders, drifts = {}, {}, []
for scheme, g in cases.items():
    errors[scheme] = []
    for h in steps:
        final, drift, low, high = propagate(scheme, g, h)
        errors[scheme].append(np.linalg.norm(T @ final - targets[g]))
        drifts.append(drift)
        if scheme == "midpoint":
            plain_range = (low, high)
    orders[scheme] = np.log2(errors[scheme][-2] / errors[scheme][-1])

# ---------- printed results ----------
print(f"grid spacing = {dx} bohr, points = {n_grid}, well depth = {depth} hartree")
print(f"augmentation radius = {r_aug} bohr")
print(f"eigenvalues of S: min = {s_eigs[0]:.4f}, max = {s_eigs[-1]:.4f}")
print(f"state energies e0 = {e[0]:.6f}, e1 = {e[1]:.6f} hartree")
print(f"highest grid energy = {e[-1]:.4f} hartree")
print(f"S-norm change, random H, dt = {dt_huge} a.u.: {random_drift:.1e}")
print(f"inexact solve: norm change = {change:.6e}, formula = {change_formula:.6e}")
print(f"time step dt = {dt} a.u. = {dt * AU_TIME_AS:.4f} as")
print(f"e0*dt = {e[0] * dt:.6f} rad")
print(f"phase error per step, state 0: measured = {phase_error[0]:.6e} rad")
print(f"  arctan formula = {phase_formula[0]:.6e}, cubic term = {leading:.6e} rad")
print(f"phase error per step, state 1 = {phase_error[1]:.6e} rad")
print(f"phase error per step, highest state = {phase_error[-1]:.4f} rad")
print(f"long run: t = {t_long} a.u., allowed phase error = {phase_tol} rad")
print(f"  dt from rule = {dt_rule:.6f} a.u. = {dt_rule * AU_TIME_AS:.4f} as")
print(f"  steps = {n_long}, measured phase error = {long_error:.6f} rad")
print(f"beat phase error per step, energy zero 0: {beat_errors[0]:.6e} rad")
print(f"  energy zero {center:.6f} hartree: {beat_errors[1]:.6e} rad")
print(f"local error operator: relative remainder = {remainders[0]:.5f} (h=0.02),"
      f" {remainders[1]:.5f} (h=0.01)")
print(f"drive: amplitude = {field_amp} a.u., frequency = {field_freq} a.u.,"
      f" end time = {t_end} a.u.")
print(f"density coupling = {coupling} hartree bohr (frozen and corrected runs)")
print("final-state error norms (dimensionless):")
print("dt (a.u.)  midpoint, linear  frozen, nonlinear  corrected, nonlinear")
for k, h in enumerate(steps):
    print(f"{h:7.3f}    {errors['midpoint'][k]:.4e}        "
          f"{errors['frozen'][k]:.4e}         {errors['corrected'][k]:.4e}")
print("observed orders, last two steps: "
      + ", ".join(f"{name} {value:.3f}" for name, value in orders.items()))
print(f"largest S-norm deviation in all driven runs = {max(drifts):.1e}")
print(f"plain pseudo norm in linear run, dt = {steps[-1]} a.u.:"
      f" min = {plain_range[0]:.5f}, max = {plain_range[1]:.5f}")

assert max(drifts) < 1e-11
assert plain_range[1] - plain_range[0] > 1e-3
assert abs(orders["midpoint"] - 2) < 0.15
assert abs(orders["corrected"] - 2) < 0.15
assert 0.75 < orders["frozen"] < 1.35
print("PASS")
```

Output:

```
grid spacing = 0.2 bohr, points = 99, well depth = 4.0 hartree
augmentation radius = 1.2 bohr
eigenvalues of S: min = 0.9999, max = 2.3687
state energies e0 = -2.780717, e1 = -0.799594 hartree
highest grid energy = 49.9394 hartree
S-norm change, random H, dt = 10.0 a.u.: 2.2e-15
inexact solve: norm change = -5.855321e-05, formula = -5.855321e-05
time step dt = 0.05 a.u. = 1.2094 as
e0*dt = -0.139036 rad
phase error per step, state 0: measured = -2.233276e-04 rad
  arctan formula = -2.233276e-04, cubic term = -2.239749e-04 rad
phase error per step, state 1 = -5.323934e-06 rad
phase error per step, highest state = 0.7060 rad
long run: t = 100.0 a.u., allowed phase error = 0.01 rad
  dt from rule = 0.007471 a.u. = 0.1807 as
  steps = 13386, measured phase error = -0.009999 rad
beat phase error per step, energy zero 0: 2.180037e-04 rad
  energy zero -1.790155 hartree: 2.024155e-05 rad
local error operator: relative remainder = 0.03563 (h=0.02), 0.01782 (h=0.01)
drive: amplitude = 0.5 a.u., frequency = 2.0 a.u., end time = 2.0 a.u.
density coupling = 1.0 hartree bohr (frozen and corrected runs)
final-state error norms (dimensionless):
dt (a.u.)  midpoint, linear  frozen, nonlinear  corrected, nonlinear
  0.040    3.5642e-03        2.1418e-02         4.6252e-03
  0.020    8.9229e-04        1.0647e-02         1.2994e-03
  0.010    2.2315e-04        5.3193e-03         3.3278e-04
  0.005    5.5793e-05        2.6618e-03         8.3542e-05
observed orders, last two steps: midpoint 2.000, frozen 0.999, corrected 1.994
largest S-norm deviation in all driven runs = 3.6e-15
plain pseudo norm in linear run, dt = 0.005 a.u.: min = 0.63021, max = 0.75301
PASS
```
